# Why an Inverted-T Channel Binds an Electron at Its Junction

**Q.** My channel is a fin standing on a base film of the same thickness. I am told that an electron can be trapped where they meet, although no wall closes the junction off. What does "trapped" mean here?

**A.** It refers to the cross-section. Let $y$ run along the channel, $x$ across the fin and $z$ upward. The base film fills $0<z<w$ for all $x$, and the fin fills $|x|<w/2$ above it. Both arms are taken as unbounded, the potential inside is flat, and the wave vanishes at every wall. I take one parabolic valley whose mass $m$ is the same along $x$ and $z$. Motion along $y$ separates and stays free, so I compare states with equal energy in that motion and leave it out.

In atomic units write $E=\lambda/(2m)$, so that $-\nabla^2\psi=\lambda\psi$. In either arm the lowest transverse wave is a half sine, which costs $(\pi/w)^2$. Above this value a wave can travel out along the film or up the fin. Below it, every arm mode decays, the slowest as $e^{-\kappa s}$ with distance $s$ from the junction, where
$$\kappa^2=(\pi/w)^2-\lambda .$$
A state with $\lambda<(\pi/w)^2$ is therefore trapped at the junction and still free to run along $y$.

**Q.** How can I know that such a state exists without solving the whole problem?

**A.** By finding one trial wave whose mean $\lambda$ lies below threshold. To see why that suffices, cut the T at its three mouths and let the wave be free, even discontinuous, at the cuts. This can only lower the energies. Each cut arm still has nothing below $(\pi/w)^2$, and the square left in the middle has only finitely many levels there. So the uncut T has at most finitely many levels below threshold, all discrete. A mean value below threshold requires at least one.

Set $w=1$. With fin amplitude $c$ and decay constant $K>0$ both free to choose, take

- junction square: $\psi=\sin\pi z+c\,z\cos\pi x$
- base arms: $\psi=\sin\pi z\;e^{-K(|x|-1/2)}$
- fin: $\psi=c\cos\pi x\;e^{-K(z-1)}$

The pieces agree at the mouths, because $\cos\pi x=0$ at $|x|=1/2$ and $\sin\pi z=0$ at $z=1$. We need the sign of
$$Q=\int\left(|\nabla\psi|^2-\pi^2\psi^2\right)dx\,dz .$$

*Arms.* In one base arm the integral over $z$ of $\pi^2\cos^2\pi z+K^2\sin^2\pi z-\pi^2\sin^2\pi z$ is $K^2/2$. The integral of $e^{-2Ks}$ over $s$ is $1/(2K)$. The product is $K/4$. The fin gives $c^2K/4$ in the same way, so the three arms cost $K(2+c^2)/4$.

*Square.* Here $-\nabla^2\psi=\pi^2\psi$ holds identically, since $z$ has no second derivative. Integration by parts then leaves only the boundary, $\oint\psi\,\partial_n\psi$, with $\partial_n$ the outward slope.

On each side mouth $\psi=\sin\pi z$ and $\partial_n\psi=-\pi c z$. Since $\int_0^1 z\sin\pi z\,dz=1/\pi$, each side gives $-c$.

On the top mouth $\psi=c\cos\pi x$ and $\partial_n\psi=-\pi+c\cos\pi x$. Since $\int\cos\pi x\,dx=2/\pi$ and $\int\cos^2\pi x\,dx=1/2$ across the mouth, the top gives $-2c+c^2/2$. The bottom gives zero because $\psi=0$ there.

Altogether
$$Q=\frac{K(2+c^2)}{4}+\frac{c^2}{2}-4c .$$

The norm is $1/(4K)$ from each base arm, $c^2/(4K)$ from the fin, and $1/2+c^2/6+2c(1/\pi)(2/\pi)$ from the square:
$$N=\frac{2+c^2}{4K}+\frac12+\frac{c^2}{6}+\frac{4c}{\pi^2},\qquad \lambda_{\rm lowest}\le\pi^2+\frac{Q}{N}.$$

For $c=K=1$, $Q=3/4+1/2-4=-11/4$. This is negative, so the bound state exists. With $N=1.822$, its level is at most $0.847$ of the threshold.

**Q.** Which part of that sum is the physical reason?

**A.** The term $-4c$. The half sine of the base film reaches $z=1$ with a finite slope. A wall would hold it at zero there, but under the fin the wall is missing, and a small fin wave of the right sign can join on. This lowers the energy in proportion to $c$. The side mouths do the same for the fin's wave. The cost $c^2/2$ is of second order, and the tails can be made cheap by choosing a small $K$. With $c=0$ the trial wave ignores the fin, $Q=K/2$ is positive, and the gain is gone.

The threshold is the price of vanishing at two facing walls. In the arms this price is paid at every cross-section, so the kinetic energy per unit probability there cannot be below threshold. In the junction three of the four sides are open. For the computed state the kinetic energy per unit probability is $0.514$ of the threshold in the junction and $1.234$ in the arms. The junction holds a fraction $0.597$ of the probability, so the average is
$$0.597\times0.514+0.403\times1.234=0.804 .$$

**Q.** That is lower than your bound. Where does the accurate level come from?

**A.** From matching slopes across the fin mouth. Allow a fin thickness $a$ and a base thickness $b$. Let $f(x)$ be the wave on the mouth, and $F(p)=\int f\cos px\,dx$. The wave is even in $x$, and it vanishes on the base film's top wall beside the mouth. Hence
$$\psi_{\rm base}=\frac1\pi\int_0^\infty F(p)\cos px\,\frac{\sinh\mu z}{\sinh\mu b}\,dp,\qquad \mu^2=p^2-\lambda,$$
$$\psi_{\rm fin}=\frac2a\sum_{n\ge1}F(q_n)\cos(q_nx)\,e^{-\kappa_n(z-b)},$$
with $q_n=(2n-1)\pi/a$ and $\kappa_n^2=q_n^2-\lambda$. Both equal $f$ at $z=b$. Their slopes must also agree, so the mismatch $\partial_z\psi_{\rm base}-\partial_z\psi_{\rm fin}$ must vanish when integrated against any mouth function $g$, with transform $G$:
$$\frac1\pi\int_0^\infty GF\,\mu\coth(\mu b)\,dp+\frac2a\sum_n\kappa_nG(q_n)F(q_n)=0 .$$
Expanding $f$ and $g$ in a few functions turns this into a small matrix, and the level is the $\lambda$ at which its lowest eigenvalue is zero. Five functions that vanish as the $2/3$ power of distance from the mouth's corners give $0.8044$ of the threshold for $a=b$. A separate finite-element solution with arms six thicknesses long gives $0.8047$.

**Q.** Why insist on equal thicknesses?

**A.** Equality is not needed for existence, but at fixed base thickness it gives the deepest binding below the lower threshold. Enlarging either arm lowers $\lambda$, because the old wave, continued by zero, is an allowed trial wave in the larger T.

For $a<b$ the lower threshold is $(\pi/b)^2$, which stays fixed while $\lambda$ falls with growing $a$. The binding rises.

For $a>b$ the lower threshold is $(\pi/a)^2$. Since $\lambda$ scales as inverse length squared, $\lambda=\Lambda(b/a)/a^2$, where $\Lambda$ rises as $b/a$ falls. The binding in $\lambda$ is
$$\frac{\pi^2-\Lambda(b/a)}{a^2},$$
and growing $a$ reduces the numerator and enlarges the denominator. The binding falls, so its maximum is at $a=b$.

A fin that is too thick loses the state. Take $a\ge2b$. In the base layer the wave vanishes at the bottom and is at worst free at the top, so its $z$-motion costs at least $(\pi/2b)^2\ge(\pi/a)^2$. In the fin above, its $x$-motion costs at least $(\pi/a)^2$. Nothing can lie below the fin's threshold. The slope-matching calculation puts the actual loss at $a/b\approx1.35$.

**Q.** What does this give for silicon films 5 nm thick?

**A.** Let the channel and the film normals lie along cube axes. The two valleys elongated along the channel then have the light mass, roughly $0.19$ electron masses, in both cross-section directions. The arm threshold $\pi^2/(2mw^2)$ is $0.0792$ eV. The junction state lies at $0.8044\times0.0792=0.0637$ eV, so the binding is $0.0155$ eV. The decay length is
$$\frac1\kappa=\frac{5\ \text{nm}}{\pi\sqrt{1-0.8044}}=3.60\ \text{nm}.$$

With the base held at 5 nm, a 4.5 nm fin gives a binding of $0.0110$ eV and a 5.5 nm fin gives $0.0069$ eV. Half a nanometre too thick removes more than half the binding, because the fin's own threshold drops.

**Q.** Silicon has other valleys. Is this state really below everything?

**A.** No, only below the thresholds of its own valleys. With unequal masses, the stretched coordinates $X=\sqrt{m_x}\,x$ and $Z=\sqrt{m_z}\,z$ restore an isotropic problem with thickness ratio $(a/b)\sqrt{m_x/m_z}$. Take a heavy mass of roughly $0.92$.

For the vertical valleys the ratio is $\sqrt{0.19/0.92}=0.454$. They do bind, but by only $0.00018$ eV below a threshold of $0.0163$ eV. For the valleys elongated across the fin the ratio is $2.20$, beyond the limit of 2, and there is no bound state.

So at exactly equal thickness the claim survives for the conduction band as a whole, but only through the very weak vertical-valley state. Even this is fragile. In a fin just 0.05 nm thicker than the base, less than one atomic layer, the threshold of the valleys elongated across the fin drops by the factor $(5/5.05)^2$, or about $0.0003$ eV. That puts it below the vertical-valley state, and no trapped state is then the lowest. The fragility is one-sided: a thinner fin raises that threshold, and the vertical-valley state stays the lowest, though it is then bound more weakly still. The isotropic valleys' state at $0.0637$ eV lies above the heavy-mass threshold. It stays bound if the walls conserve the valley; scattering between valleys would let it leak away.

**Q.** How far should I trust these numbers for a real device?

**A.** As a guide to size. A 5 nm fin is at the thin end of practice, and an equally thin base film is a choice made for this example. At 10 nm every energy in the hard-wall model is four times smaller. Many real fins run along a face diagonal of the crystal, where no valley is isotropic in the cross-section.

The hard wall is a strong assumption too. With a rough oxide barrier of 3.1 eV and an oxide mass of 0.5, the threshold falls to $0.0584$ eV and the state to $0.0482$ eV. The binding becomes about $0.010$ eV, a third less; a further digit would depend on the mesh, at the level of $0.0001$ eV. Nonparabolicity of about 0.5 per eV, applied to the hard-wall levels, changes the binding from $0.0155$ to $0.0145$ eV.

At 300 K the thermal energy is $0.0259$ eV, larger than the binding, so electrons also occupy the arms. In equilibrium, cooling would not gather them in the isotropic valleys' junction state, because the heavy-mass arm threshold lies about $0.047$ eV below it.

The flat potential also fails as the gates turn on. Suppose a film holds $5\times10^{12}$ electrons per cm², spread evenly and shared by two gates. Each gate takes the field of half the charge. With $n$ the density and a relative permittivity of roughly 12 for silicon, Gauss's law gives a surface field $F=en/(2\varepsilon)$ of about $0.4$ MV/cm. It falls linearly to zero at mid-film, so the potential energy changes by $eFw/4$, about $0.05$ eV, or three times the binding. The two are equal near $1.6\times10^{12}$ cm⁻². This assumes a gate on both faces of each film. A base film lying on thick buried oxide has only one gate, which takes the whole field $en/\varepsilon$, falling to zero at the bottom face. The change across the film is then $enw/(2\varepsilon)$, four times larger, and it equals the binding already near $4\times10^{11}$ cm⁻². It also lifts the base film relative to the doubly gated fin, which spoils the equality of the two thresholds. The figures for the isotropic valleys therefore belong to weak inversion, well below whichever of these densities applies. The comparison gives only a scale, since a shift common to arm and junction cancels in the binding. It does not tell how much charge the very weak binding of the vertical valleys can stand. In strong inversion the potential has to be solved together with the charge, and this model does not say whether the junction then binds more or less.

## Computed results

```
Dimensionless results, energies / arm threshold
trial bound at K=1, c=1: 0.8471
trial Q and N at K=1, c=1: -2.7500, 1.8220
best trial K, c: 1.253, 1.212
best trial bound: 0.8409
level by slope matching: 0.8044
level by finite elements, arms 6w: 0.8047
probability in junction square: 0.597
probability in fin: 0.179
probability in both base arms: 0.224
kinetic energy per probability, junction: 0.514
kinetic energy per probability, arms: 1.234
critical fin/base thickness ratio: 1.347
Silicon example, rough typical parameters
both thicknesses: 5.0 nm
light mass, heavy mass: 0.19, 0.92 electron masses
arm threshold: 0.0792 eV
junction state: 0.0637 eV
binding: 0.0155 eV
amplitude decay length in arms: 3.60 nm
Fin thickness (base 5 nm), level, binding below lower threshold
  4.50 nm  0.0681 eV  0.0110 eV
  4.75 nm  0.0660 eV  0.0132 eV
  5.00 nm  0.0637 eV  0.0155 eV
  5.25 nm  0.0612 eV  0.0106 eV
  5.50 nm  0.0585 eV  0.0069 eV
Effects left out of the isotropic hard-wall model
heavy-mass arm threshold: 0.0163 eV
scaled fin/base ratio, vertical valleys: 0.454
binding, vertical valleys: 0.00018 eV
scaled ratio, valleys across fin (unbound): 2.200
oxide barrier, mass: 3.1 eV, 0.5 electron masses
finite-barrier threshold: 0.0584 eV
finite-barrier junction state: 0.0482 eV
finite-barrier binding: 0.0102 eV
nonparabolicity parameter: 0.5 1/eV
binding with nonparabolicity: 0.0145 eV
thermal energy at 300 K: 0.0259 eV
sheet density in strong inversion: 5.0e+12 cm^-2
surface field at that density: 0.387 MV/cm
band bending, surface to middle: 0.0483 eV
density where bending equals binding: 1.60e+12 cm^-2
```
